\section*{Exponentially tilted Poisson sampling of rare underexposure failures}

\section{What symmetry allows}

A hole that is opened by exposure, as in a positive-tone resist, fails by underexposure when too few photons are absorbed where they are needed. Divide the hole into zones $i$. Zone $i$ absorbs $N_i$ photons, and each of them adds a weight $w_i>0$ to the local exposure signal. The weight describes how strongly the blur carries an absorption in that zone to the critical point. The signal and the failure event are
\begin{equation}
S=\sum_i w_iN_i,\qquad F=\{S\le s_c\}.
\end{equation}
The $N_i$ are independent Poisson variables with means $\lambda_i>0$, and $0<s_c<\mathrm E[S]$, so that failure is a downward fluctuation. The wanted number is $p=P(F)$.

Suppose that we simulate with other Poisson means $\mu_i$, chosen to make failure common, and correct for the change with a weight on each draw. Failure depends on the counts through $S$ alone. We therefore ask that two count vectors with equal $S$ get equal correction. The ratio of true to simulated probability contains the factor $\prod_i(\lambda_i/\mu_i)^{n_i}$, so one photon in zone $i$ contributes $r_i=\ln(\lambda_i/\mu_i)$ to its logarithm. If $bw_i=aw_j$ with positive integers $a,b$, then $b$ photons in zone $i$ can replace $a$ photons in zone $j$ without changing $S$. Equal correction requires $br_i=ar_j$, hence $r_i/w_i=r_j/w_j$. Calling the common ratio $\theta$ gives
\begin{equation}
\mu_i=\lambda_i e^{-\theta w_i}.
\label{tilt}
\end{equation}
For weights without a common measure we adopt the same form. Multiplying all $w_i$ and $s_c$ by a constant $c$ leaves $F$ unchanged, and \eqref{tilt} respects this if $\theta$ is divided by $c$. One number, the tilt $\theta$, remains to be chosen. A positive $\theta$ removes photons, most strongly where they count most.

\section{The physical means}

Let $D$ be the dose (energy per area), $I_i$ the relative intensity in zone $i$, $A_i$ its area, $\alpha$ the absorption coefficient, $t$ the resist thickness and $\Lambda$ the wavelength. A photon carries $E=hc/\Lambda$. At fixed dose the incident count is taken as Poisson. Independent absorption of each photon with probability $1-e^{-\alpha t}$ leaves a Poisson count, with mean
\begin{equation}
\lambda_i=\frac{D\,I_iA_i}{E}\left(1-e^{-\alpha t}\right).
\label{mean}
\end{equation}
The units are $(\mathrm{J\,m^{-2}})(\mathrm{m^2})/\mathrm J=1$, as a count requires. The model leaves out noise in acid yield and resist chemistry, and the depth at which a photon is absorbed.

The example is a model resist with round parameters: $\Lambda=13.5$ nm, $D=300\ \mathrm{J\,m^{-2}}$, $\alpha=5\times10^6\ \mathrm{m^{-1}}$ and $t=30$ nm. Then $E=1.471\times10^{-17}$ J, and the absorbed fraction is $1-e^{-0.15}=0.1393$. Three concentric zones have outer radii 3, 5 and 7 nm, intensities 1, 0.9 and 0.7, and weights $1$, $\tfrac12$ and $\tfrac14$. For the central disk,
\begin{equation}
\lambda_1=\frac{300\times2.827\times10^{-17}}{1.471\times10^{-17}}\times0.1393\approx80.3 .
\end{equation}
The rings have $\lambda_2\approx128.5$ and $\lambda_3\approx149.9$. The mean signal is $80.3+128.5/2+149.9/4\approx182.0$, and its standard deviation is $(\sum_iw_i^2\lambda_i)^{1/2}\approx11.0$. Failure is set at $s_c=120$.

\section{What goes wrong with direct sampling}

Direct Monte Carlo draws the true counts and averages the indicator $1_F$, which is 1 on failure and 0 otherwise. Since $1_F^2=1_F$, its variance is $\mathrm E[1_F]-\mathrm E[1_F]^2=p(1-p)$. The mean of $n$ independent draws has variance $p(1-p)/n$. Setting its square root equal to $\varepsilon p$ gives the number of draws for a relative standard error $\varepsilon$:
\begin{equation}
n_{\rm direct}=\frac{1-p}{p\,\varepsilon^2}.
\end{equation}
The estimator is unbiased, but nearly every draw says nothing about failure. Summing the Poisson probabilities of the example gives $p=6.96\times10^{-10}$, so a 10\% error needs about $1.4\times10^{11}$ draws. A run of $4\times10^5$ draws expects $2.8\times10^{-4}$ failures. It will most probably see none, and then reports zero with an estimated error of zero.

Lowering the dose until failures appear cures the shortage but answers another question: the failing fraction is then that of the underdosed hole. Each failure must be weighted by how much less likely it is at the true dose.

\section{The weight and the proof of unbiasedness}

Let $P(n)$ be the true probability of the count vector $n$, and $P_\theta(n)$ its probability with the means \eqref{tilt}. The factorials cancel in the ratio:
\begin{align}
L(n)=\frac{P(n)}{P_\theta(n)}
&=\prod_i\frac{e^{-\lambda_i}\lambda_i^{n_i}}
{e^{-\lambda_ie^{-\theta w_i}}\left(\lambda_ie^{-\theta w_i}\right)^{n_i}}\nonumber\\
&=\prod_i e^{\theta w_in_i}\,e^{\lambda_i(e^{-\theta w_i}-1)}
=e^{\theta S(n)+\psi(\theta)},
\label{L}
\end{align}
with
\begin{equation}
\psi(\theta)=\sum_i\lambda_i\left(e^{-\theta w_i}-1\right).
\end{equation}
The estimator averages $Y=1_FL$ over tilted draws. Every $\mu_i$ is positive, so $P_\theta(n)>0$ for every count vector and no failing state is lost. Therefore
\begin{equation}
\mathrm E_\theta[Y]=\sum_nP_\theta(n)1_F(n)\frac{P(n)}{P_\theta(n)}
=\sum_nP(n)1_F(n)=p .
\label{unbiased}
\end{equation}
By linearity, the mean $\hat p$ of $n$ draws also has expectation $p$, provided that $\theta$ and $n$ are fixed before the draws are made. This holds for any real $\theta$, so unbiasedness gives no guidance in choosing the tilt. The variance must do that.

\section{Choosing the tilt by the variance}

For independent draws $\mathrm{Var}(\hat p)=(m_2-p^2)/n$, where $m_2=\mathrm E_\theta[1_FL^2]$. One factor $L$ turns $P_\theta$ back into $P$:
\begin{equation}
m_2(\theta)=\sum_nP(n)1_F(n)L(n)
=e^{\psi(\theta)}\sum_nP(n)1_F(n)e^{\theta S(n)} .
\label{m2}
\end{equation}
The factor $e^{\theta S}$ can be absorbed into the Poisson law, because
\begin{equation}
P(n)e^{\theta S(n)}=\prod_i\frac{e^{-\lambda_i}(\lambda_ie^{\theta w_i})^{n_i}}{n_i!}
=e^{\psi(-\theta)}P_{-\theta}(n).
\end{equation}
Here $\psi(-\theta)=\sum_i\lambda_i(e^{\theta w_i}-1)$ restores the normalization of a Poisson law with raised means. Hence
\begin{equation}
m_2(\theta)=e^{\psi(\theta)+\psi(-\theta)}\,P_{-\theta}(F).
\label{opposite}
\end{equation}
For $\theta>0$ the second moment is thus a known factor times the failure probability of a hole with raised means. A joint enumeration of a small case confirms both \eqref{opposite} and the weight \eqref{L}.

A simple rule for $\theta$ follows from a bound. For $\theta>0$ the weight grows with $S$, so on $F$ it is at most $e^{\varphi(\theta)}$, with $\varphi(\theta)=\theta s_c+\psi(\theta)$. The derivatives are
\begin{equation}
\varphi'(\theta)=s_c-\sum_i\lambda_iw_ie^{-\theta w_i},\qquad
\varphi''(\theta)=\sum_i\lambda_iw_i^2e^{-\theta w_i}>0 .
\end{equation}
At zero tilt $\varphi=0$ and $\varphi'=s_c-\mathrm E[S]<0$. For large tilt $\varphi'\to s_c>0$. There is thus one minimum, at a positive $\theta^*$ that satisfies
\begin{equation}
\sum_i\lambda_iw_ie^{-\theta^*w_i}=s_c ,
\label{star}
\end{equation}
and $B=e^{\varphi(\theta^*)}<1$. The rule is to lower the means until the average signal sits on the threshold. Putting $L\le B$ into the first sum of \eqref{m2} gives $m_2\le Bp$, so
\begin{equation}
\mathrm{Var}_{\theta^*}(Y)\le p(B-p)<p(1-p).
\label{bound}
\end{equation}
One tilted draw at $\theta^*$ therefore always has less variance than one direct draw in this model. The variance ratio is at least $(1-p)/(B-p)$.

\subsection{Two limits of the rule}

With a single zone and $w=1$, \eqref{star} reads $\lambda e^{-\theta^*}=s_c$, so $\theta^*=\ln(\lambda/s_c)$ and
\begin{equation}
B=\exp\left[s_c\ln(\lambda/s_c)+s_c-\lambda\right].
\end{equation}
The tilt then amounts to a reduced dose. With several weights it also changes the shape of the image, since the zones are reduced by different factors.

If the threshold lies close to the mean, $\theta^*$ is small. With $V=\sum_iw_i^2\lambda_i$, expansion to second order gives $\varphi\approx-\theta(\mathrm E[S]-s_c)+\theta^2V/2$. The minimum is at $\theta^*\approx(\mathrm E[S]-s_c)/V$, with $B\approx e^{-z^2/2}$ and $z=(\mathrm E[S]-s_c)/\sqrt V$. This is the Gaussian exponent. For $B$ itself to be accurate, the next term in the exponent, of size $\theta^{*3}\sum_iw_i^3\lambda_i/6$, must be small compared with 1. With large counts a small $\theta^*$ alone does not ensure this. Since $e^{-x}\le1-x+x^2/2$ for $x\ge0$, the quadratic lies above $\varphi$ for all $\theta\ge0$, and the true $B$ is never larger than the Gaussian one. In the example $z=62.0/11.04=5.62$ and $e^{-z^2/2}\approx1.4\times10^{-7}$, about 15 times the true $B$ found below. So far out, the Gaussian form is still an upper bound on $B$, but a poor estimate of its value.

\subsection{Too much tilt}

The tilt $\theta^*$ minimizes a bound, not $m_2$ itself. Differentiating the logarithm of \eqref{m2} gives
\begin{equation}
\frac{d\ln m_2}{d\theta}=-\mathrm E_\theta[S]+\mathrm E_{-\theta}[S\,|\,F].
\label{slope}
\end{equation}
The first term is $\psi'(\theta)$. The second is the mean of $S$ over failing states weighted by $P(n)e^{\theta S(n)}$. A further derivative gives $\sum_i\lambda_iw_i^2e^{-\theta w_i}+\mathrm{Var}_{-\theta}(S|F)>0$, so $\ln m_2$ is strictly convex. At $\theta^*$ the first mean equals $s_c$ and the second cannot exceed $s_c$. The slope is then negative or zero, and the best tilt is no smaller than $\theta^*$.

Assume that at least one state with photons fails. For large $\theta$ the first term of \eqref{slope} vanishes while the second stays positive, so $m_2$ eventually grows without limit. As $m_2(0)=p$ and the initial slope is negative, there is one positive break-even tilt where $m_2=p$ again. Beyond it direct sampling has the smaller variance. When failure is rare and the threshold lies many photons above zero, as in the example, nearly all draws beyond this tilt fail, but far below the threshold, where their weights are tiny. The sum rests on rare draws near $s_c$ with large weights.

In the example the best tilt is $0.661$, against $\theta^*=0.653$, and it lowers $m_2$ by 0.3\%. The search for it is not worth the effort here. Break-even comes at $1.46$.

\section{How the cost grows}

Multiply all $\lambda_i$ and $s_c$ by $M$. Equation \eqref{star} is linear in both, so $\theta^*$ stays fixed, while $\varphi(\theta^*)$ is multiplied by $M$ and $B$ falls exponentially. To find the relative second moment, let the possible signals form a lattice of smallest spacing $d$ that contains $s_c$. At $s_c-jd$, with $j=0,1,2,\dots$, the weight is $L=Be^{-\theta^*jd}$. The tilted signal has mean $s_c$ and variance
\begin{equation}
\sigma^2=\sum_i\lambda_iw_i^2e^{-\theta^*w_i},
\end{equation}
with the scaled $\lambda_i$. For large $M$ the local central limit theorem gives each lattice point at fixed $j$ the probability $d/(\sigma\sqrt{2\pi})$ to leading order. It also bounds all point probabilities by a constant times $d/\sigma$, so the geometric weights make the far terms harmless. With $x=e^{-\theta^*d}$,
\begin{align}
p&\simeq\frac{Bd}{\sigma\sqrt{2\pi}}\sum_{j\ge0}x^j=\frac{Bd}{\sigma\sqrt{2\pi}}\,\frac1{1-x},\label{pasym}\\
m_2&\simeq\frac{B^2d}{\sigma\sqrt{2\pi}}\sum_{j\ge0}x^{2j}=\frac{B^2d}{\sigma\sqrt{2\pi}}\,\frac1{1-x^2}.\label{masym}
\end{align}
In $m_2/p^2$ the factor $B$ cancels, and $(1-x)^2/(1-x^2)=(1-x)/(1+x)=\tanh(\theta^*d/2)$. Thus
\begin{equation}
\frac{m_2}{p^2}\simeq\frac{\sigma\sqrt{2\pi}}{d}\tanh\frac{\theta^*d}{2}.
\label{law}
\end{equation}
This grows as $\sqrt M$. The direct value is $1/p$, which grows as $\sqrt M/B$, exponentially in $M$. For a fine lattice, $\theta^*d\ll1$, the right side of \eqref{law} becomes $\theta^*\sigma\sqrt{\pi/2}$ and $d$ drops out.

From $M=\tfrac14$ to $M=2$ the example's $p$ falls from $1.4\times10^{-3}$ to $4.6\times10^{-18}$, while $m_2/p^2$ rises only from 3.98 to 10.06. The law \eqref{law} lies below the summed values: they exceed it by 14\%, 7.6\%, 4.0\% and 2.0\% at $M=\tfrac14,\tfrac12,1,2$. The excess roughly halves with each doubling, as a correction of relative order $1/M$ would.

\section{The scheme and its numbers}

\begin{enumerate}
\item Compute $\lambda_i$ from \eqref{mean} and check that $s_c<\sum_iw_i\lambda_i$.
\item Solve \eqref{star} for $\theta^*$. Its left side falls steadily with $\theta$, so bisection is safe.
\item Draw $N_i$ from Poisson laws with means $\lambda_ie^{-\theta^*w_i}$ and form $S$.
\item Set $Y=e^{\theta^*S+\psi(\theta^*)}$ if $S\le s_c$, and $Y=0$ otherwise. Add the two exponents before exponentiating.
\item After $n$ draws report the mean $\hat p$ and the standard error $\left[\sum_k(Y_k-\hat p)^2/(n(n-1))\right]^{1/2}$.
\end{enumerate}

For the example the tilted means are 41.8, 92.7 and 127.3, and $41.8+92.7/2+127.3/4\approx120$ as required. The bound follows from
\begin{equation}
\varphi(\theta^*)=0.65251\times120-96.808=-18.507,\qquad B=9.17\times10^{-9}.
\end{equation}
The variance per draw is $3.03\times10^{-18}$ with tilting and $6.96\times10^{-10}$ without. Their ratio is $2.3\times10^8$, against the guaranteed $1.2\times10^8$. The factor of about two between them comes from weights below $B$: by \eqref{pasym} and \eqref{masym}, $m_2/(Bp)\simeq1/(1+x)=0.54$, and the summed value is 0.55.

The relative variance per tilted draw is 6.25, so a 10\% standard error needs $6.25/0.1^2\approx625$ draws instead of $1.4\times10^{11}$. This comparison counts draws, not computing time. A run of $4\times10^5$ tilted draws gave $\hat p=(6.93\pm0.03)\times10^{-10}$, which is 1.4 standard errors below the summed $p$. About 51\% of the draws failed. That fraction belongs to the tilted hole and is not an estimate of $p$.

At this threshold direct sampling is too poor for its variance to be measured. At $s_c=155$, where $p=6.19\times10^{-3}$, both methods were run in 2000 batches of 200 draws. The variance of the batch means was $3.07\times10^{-5}$ for direct and $5.3\times10^{-7}$ for tilted sampling. The predictions are $3.08\times10^{-5}$ and $5.2\times10^{-7}$. The gain is a factor of about 60 here: tilting helps less when failure is less rare.

Among $10^{10}$ such holes the expected number of failures is $10^{10}p\approx7$. This needs no independence between holes, because expectations add. It does need the same dose and image in each. If the dose varies from hole to hole, $p$ must be averaged over the dose distribution, which is not the same as using $p$ at the mean dose. The number also belongs to the photon-count model with its chosen threshold and is not a prediction for a real resist. Independent noise in the acid yield, left out here, broadens the signal at the same mean and can raise so small a $p$ strongly.

The variance guarantee also rests on the one-sided form of $F$. If holes with too large a signal were counted as failures in the same run, \eqref{unbiased} would still hold, but the weight $e^{\theta^*S+\psi(\theta^*)}$ has no upper bound on that side and \eqref{bound} would be lost. Overexposure calls for a separate run with negative $\theta$, and the two probabilities are then added. The values quoted here can be checked against the numerical output below.

\section*{Computed values}
\begin{verbatim}
wavelength = 1.350e-08 m; dose = 300.0 J/m^2
absorption coefficient = 5.00e+06 1/m
resist thickness = 3.00e-08 m
photon energy = 1.47144e-17 J
absorbed fraction = 0.13929
zone 1: outer radius 3.0e-09 m, area 2.8274e-17 m^2, intensity 1.0, weight 1.00
  mean count 80.297, tilted mean count 41.813
zone 2: outer radius 5.0e-09 m, area 5.0265e-17 m^2, intensity 0.9, weight 0.50
  mean count 128.474, tilted mean count 92.710
zone 3: outer radius 7.0e-09 m, area 7.5398e-17 m^2, intensity 0.7, weight 0.25
  mean count 149.887, tilted mean count 127.326
mean signal = 182.006; standard deviation = 11.036
failure threshold = 120.0 weighted photons
threshold tilt theta* = 0.65251
psi(theta*) = -96.8082
bound B = 9.1722e-09
failure probability p, summed = 6.96473e-10
second moment at theta* = 3.5151e-18
variance per draw, direct = 6.9647e-10
variance per draw, tilted = 3.0300e-18
variance ratio direct/tilted = 2.2986e+08
guaranteed variance ratio = 1.1798e+08
relative variance per draw, tilted = 6.2464
best tilt = 0.66124; mean signal there = 119.365
second moment best/theta* = 0.99721
break-even tilt = 1.45610
tilted simulation: draws = 400000
  estimate = 6.92676e-10; standard error = 2.74e-12
  fraction of draws that fail = 0.5095
expected direct failures in same draws = 2.786e-04
draws for 10 % error, direct = 1.436e+11
draws for 10 % error, tilted = 624.6
expected failures in 1e+10 holes = 6.965
mild threshold = 155.0; tilt = 0.24425
mild p, summed = 6.19212e-03
batches = 2000; draws per batch = 200
mild direct: estimate 6.16000e-03, batch variance 3.072e-05, predicted 3.077e-05
mild tilted: estimate 6.18817e-03, batch variance 5.299e-07, predicted 5.209e-07
scale M=0.25: p=1.410e-03, m2/p^2=3.9807, large-count law=3.4847
scale M=0.50: p=1.009e-05, m2/p^2=5.3040, large-count law=4.9281
scale M=1.00: p=6.965e-10, m2/p^2=7.2464, large-count law=6.9694
scale M=2.00: p=4.564e-18, m2/p^2=10.0567, large-count law=9.8562
\end{verbatim}
